# Ratio of 90 to 10 percent switching times at Avrami exponent two

## Question

I am working through an exercise on polarization reversal in a ferroelectric gate film. The film is fully poled in one direction, a constant reverse field is switched on at \(t=0\), and the reversed fraction follows an Avrami law with exponent two. I am asked to show that 90 percent reversal takes about 4.7 times as long as 10 percent reversal.

My attempt was this: domains grow in the plane of the film, so the reversed area grows as \(t^2\). Then \(0.9/0.1=9\), and the ratio of times should be \(\sqrt9=3\). Where does 4.7 come from? I was given no characteristic time, field or wall speed. Is something missing?

I would also like to know what the number is worth in practice. If I measure a 10 nm hafnium-zirconium oxide capacitor and find a ratio of 6 or 9, does that mean that the domains are not growing in two dimensions?

## Answer

Nothing is missing. The \(t^2\) growth holds for domains that have not yet met. By 90 percent reversal they overlap heavily, and the Avrami law accounts for that overlap.

### Where the law comes from

Let \(f(t)\) be the fraction of the film area reversed since the field was applied. Assume that

- the film is large and uniform, and each domain extends through its thickness;
- nuclei of negligible size are present at \(t=0\), placed independently at random with density \(N\) per area;
- every wall moves outward at the same constant speed \(v\).

Pick a point in the film. It is still unreversed at time \(t\) if no nucleus lies within a distance \(vt\), that is, in a disc of area \(A=\pi v^2t^2\). Divide the disc into \(m\) small cells. Each holds a nucleus with probability \(NA/m\), so all are empty with probability

\[
\left(1-\frac{NA}{m}\right)^m\;\longrightarrow\; e^{-NA}\qquad(m\to\infty).
\]

This probability is the unreversed fraction, so

\[
f(t)=1-e^{-\pi N v^2t^2}=1-e^{-(t/t_0)^2},\qquad t_0=\frac{1}{v\sqrt{\pi N}} .
\]

This is the Kolmogorov-Avrami-Ishibashi law with \(n=2\). At \(t=t_0\) the reversed fraction is \(1-1/e\), or 63 percent. For \(t\ll t_0\) the exponential can be expanded, which gives \(f\approx(t/t_0)^2\). That is your starting point, and it is valid while \(f\) is small.

### The ratio

Call the time at which \(f=p\) the time \(t_p\). Then

\[
1-p=e^{-(t_p/t_0)^2}
\;\Rightarrow\;
\left(\frac{t_p}{t_0}\right)^2=-\ln(1-p)\equiv L_p
\;\Rightarrow\;
t_p=t_0\sqrt{L_p}.
\]

The positive root is taken because \(t_p>0\). For the two thresholds,

\[
L_{10}=-\ln 0.9=0.10536,\qquad L_{90}=-\ln 0.1=2.30259 .
\]

The characteristic time cancels in the quotient:

\[
\frac{t_{90}}{t_{10}}=\sqrt{\frac{L_{90}}{L_{10}}}=\sqrt{21.854}=4.675\approx4.7 .
\]

This is why you were given no field or wall speed: they set \(t_0\), and the ratio does not contain it.

Your estimate used \(p\) in place of \(L_p\). At the lower threshold that changes little, since 0.100 is close to 0.105. At the upper threshold 0.9 stands in for 2.303, which makes \(t_{90}\) too short by a factor \(\sqrt{2.303/0.9}=1.60\). The late stage is slow because much of the area swept by the walls would already have been reversed by other domains.

"Ten percent reversal" refers to area. With remanent polarization \(P_r\), and \(P\) counted positive along the applied field,

\[
P=P_r\,[f-(1-f)]=P_r(2f-1).
\]

At \(f=0.1\) the polarization is therefore \(-0.8P_r\), and at \(f=0.9\) it is \(+0.8P_r\).

### What the exponent says about the mechanism

In \(d\) dimensions the disc is replaced by a region of volume \(c_d(vt)^d\), where \(c_d\) is a constant. The same argument gives \(n=d\), and

\[
\frac{t_{90}}{t_{10}}=\left(\frac{L_{90}}{L_{10}}\right)^{1/n}=21.9,\;4.67,\;2.80\quad\text{for }n=1,2,3 .
\]

I compared this with simulated growth from 200,000 random nuclei, reading the switching times at 300,000 random points. The ratios were 22.16, 4.68 and 2.79. The largest deviation, 1.4 percent, is at \(n=1\). It is sampling noise: at this sample size the \(n=1\) ratio scatters by about 0.7 percent from one random sample to the next.

Exponent two does not require two-dimensional growth. Suppose walls move along a line and new nuclei appear at a steady rate \(J\) per length and time. A nucleus born at time \(s\) reaches our point by time \(t\) if it lies within \(v(t-s)\) on either side. The expected number of such nuclei is

\[
J\int_0^t2v(t-s)\,ds=Jvt^2 ,
\]

and the unreversed fraction is \(e^{-Jvt^2}\), again with \(n=2\). Nuclei counted inside regions that are already reversed do no harm, because their walls cannot overtake the earlier wall, which has the same speed. A simulation of this case gave a ratio of 4.66. A ratio of 4.7 is thus consistent with the \(n=2\) time law, but it leaves the mechanism open.

### Numbers for a hafnium-zirconium oxide film

Take a 10 nm film at 2.0 V, so the field is \(E=2.0\) MV/cm. Let \(P_r=20\) µC/cm², the relative permittivity be 30 and the area be 100 µm². For the field dependence use Merz's law with activation field \(E_a=10\) MV/cm and prefactor \(t_\infty=1\) ns:

\[
t_0=t_\infty e^{E_a/E}=(1\ \text{ns})\,e^{5}=148\ \text{ns}.
\]

Then

\[
t_{10}=0.3246\,t_0=48\ \text{ns},\qquad t_{90}=1.517\,t_0=225\ \text{ns}.
\]

With \(N=0.01\) nm⁻² a wall travels \(1/\sqrt{\pi N}=5.6\) nm in the time \(t_0\), so its speed is 0.038 nm/ns, or 0.038 m/s.

The switching current is \(I=Q\,df/dt\), where \(Q=2P_r\times\text{area}=40\) pC. Differentiating the law twice,

\[
\frac{df}{dt}=\frac{2t}{t_0^2}e^{-(t/t_0)^2},\qquad
\frac{d^2f}{dt^2}=\frac{2}{t_0^2}\left(1-\frac{2t^2}{t_0^2}\right)e^{-(t/t_0)^2}.
\]

The second derivative vanishes at \(t=t_0/\sqrt2=105\) ns. There \(df/dt=\sqrt{2/e}\,/t_0\), and the peak current is 0.23 mA.

### Why a film can give a larger ratio

Each effect below is added alone to the ideal model, with the applied voltage held at 2.0 V.

**Embryos.** Suppose the nuclei already have radius \(r_0\) at \(t=0\). The disc radius becomes \(r_0+vt\). Count reversal relative to the area that was unreversed at the start, and write \(s=t/t_0\), \(u_0=r_0\sqrt{\pi N}\). The fraction of that area still unreversed is

\[
\frac{e^{-(u_0+s)^2}}{e^{-u_0^2}}=e^{-(s^2+2u_0s)} .
\]

Setting \(s^2+2u_0s=L_p\) and taking the positive root,

\[
s_p=-u_0+\sqrt{u_0^2+L_p}=\frac{L_p}{u_0+\sqrt{u_0^2+L_p}} .
\]

For \(u_0\to0\) this returns \(\sqrt{L_p}\). For \(u_0^2\gg L_{90}\) it tends to \(L_p/2u_0\), and the ratio tends to 21.9, the value for \(n=1\). That second limit is formal, since almost the whole film would be reversed beforehand. For \(r_0=0.5\) nm, \(u_0=0.089\). The times become 37 and 212 ns, and the ratio is 5.8. An embryo of half a nanometre matters because the wall has moved only \(0.3246\times5.64=1.8\) nm by \(t_{10}\) in the ideal case. This assumes that a strongly curved wall moves as fast as a flat one, which neglects the wall energy \(\gamma\). A cylindrical domain has energy \(2\pi r\gamma-2P_rE\,\pi r^2\) per length and grows only beyond \(r_c=\gamma/(2P_rE)\), so a 0.5 nm embryo would shrink if \(\gamma\) exceeded 0.04 J/m². A smaller \(\gamma\) still slows the early growth. That acts as a delay, which lowers the ratio and can cancel or reverse the increase found here.

**Spread of local fields.** Let different regions, each large enough to follow the law by itself, have different fields. From Merz's law,

\[
\frac{dt_0}{t_0}=-\frac{E_a}{E}\,\frac{dE}{E},
\]

so with \(E_a/E=5\) a field 5 percent lower makes \(t_0\) longer by 25 percent to first order. The full exponential gives a factor \(e^{5/0.95-5}=1.30\), or 30 percent. Averaging the reversed fraction over a Gaussian field distribution with a relative standard deviation of 5 percent gives 46 and 247 ns, a ratio of 5.3.

No spread of this kind can lower the ratio. Put \(x=t^2\) and \(k=1/t_0^2\), and define

\[
C(x)=-\ln\langle e^{-kx}\rangle ,
\]

where the brackets average over regions. Then \(C(0)=0\), and \(C''(x)\) is minus the variance of \(k\) taken with weights proportional to \(e^{-kx}\), so \(C''\le0\). A concave function that starts at zero has a non-increasing quotient \(C(x)/x\). Since \(C=L_p\) at \(x=t_p^2\),

\[
\frac{L_{90}}{t_{90}^2}\le\frac{L_{10}}{t_{10}^2}
\;\Rightarrow\;
\frac{t_{90}}{t_{10}}\ge\sqrt{\frac{L_{90}}{L_{10}}} .
\]

**Grain boundaries.** If walls stop at grain boundaries, a point can be reached only from nuclei in its own grain. Part of the disc around a point near a boundary is then useless, and for a convex grain the useless share does not shrink as the disc grows. This holds back the late stage more than the early one. A simulation of square grains of side 20 nm, with four nuclei per grain on average, gave a ratio of 6.3. It left 1.9 percent of the area without a nucleus in its grain, close to the expected \(e^{-4}=1.8\) percent. That part never reverses in this model. If the thresholds are taken from the charge that does switch, as in a measurement, the ratio is slightly smaller, about 6.0.

**An interface layer.** Let a non-ferroelectric layer of thickness \(d_i\) and permittivity \(\varepsilon_i\) lie in series with the film of thickness \(d\) and permittivity \(\varepsilon_f\). With no charge at the interface, the displacement is continuous and the voltages add:

\[
\varepsilon_0\varepsilon_fE+P=\varepsilon_0\varepsilon_iE_i,\qquad Ed+E_id_i=V .
\]

Insert \(E_i\) from the first equation into the second and solve for \(E\):

\[
E=\frac{V-P\,d_i/(\varepsilon_0\varepsilon_i)}{d+\varepsilon_fd_i/\varepsilon_i} .
\]

At the start \(P=-P_r\), and the polarization adds to the film field. At the end \(P=+P_r\), and it opposes the field. For \(d_i=0.5\) nm and \(\varepsilon_i=40\), the field falls from 2.20 to 1.66 MV/cm during reversal.

The walls therefore slow down. Let \(u\) be the distance a wall has travelled, in units of \(1/\sqrt{\pi N}\). Then \(f=1-e^{-u^2}\) still holds, with \(du/dt=1/t_0(E)\), and

\[
t_p=\int_0^{\sqrt{L_p}}t_\infty\,e^{E_a/E(u)}\,du .
\]

Here \(E(u)\) follows from \(P=P_r(2f-1)\), the polarization averaged over the area. This is a mean-field step: every wall is given the same, area-averaged field. The result is 32 and 282 ns, a ratio of 8.9. The early threshold comes sooner than in the ideal film because the starting field is above 2.0 MV/cm; the late one comes later.

The mean-field step exaggerates the effect here. The electrode lies only 0.5 nm behind the polarization charge, while the nuclei are about 10 nm apart, so the field averaged through the film thickness largely follows each domain; near the far electrode the field stays closer to the area mean. The thickness-averaged field is lower in reversed regions and higher in unreversed ones, and a wall between them feels a value near the middle. If that value stayed constant, the ratio would return to 4.7. It does not stay quite constant: for a random pattern of circular domains it drifts from about 2.0 to 1.9 MV/cm during reversal, which gives a ratio of roughly 6. Read 8.9 as an upper estimate for this layer, not as a prediction.

A fixed interface charge would add a constant to \(P\) in the field equation. It would shift both end fields equally and leave their difference unchanged. Charge that follows the polarization and compensates it during the pulse would reduce the difference. Such charge is likely here. Without it, the first equation gives a field of 6.9 MV/cm in the layer itself at full reversal, which is above the rough breakdown field of 4 MV/cm assumed below for the film, and a layer of 0.5 nm is thin enough for tunnelling. The ratio of 8.9 therefore assumes an ideally insulating layer as well as the same field at every wall.

**Series resistance.** With 50 ohm in series, the peak current drops \(0.231\ \text{mA}\times50\ \Omega=11.6\) mV, or 0.6 percent of the applied voltage. The capacitance is 2.66 pF, so the charging time constant is 0.13 ns. Solving the circuit together with the wall motion gives 49 and 230 ns. Both times rise by about 2 percent, and the ratio, 4.70, hardly moves. This holds for the small capacitor chosen here. Estimated from the ideal peak current, the voltage drop grows in proportion to the area and reaches 0.29 V at 2500 µm². The actual drop is smaller, because a lower film voltage slows the walls and reduces the current, but it is no longer negligible.

### Reading a measured ratio

Inverting the general formula turns a measured ratio \(R\) into an apparent exponent,

\[
n_{\text{app}}=\frac{\ln(L_{90}/L_{10})}{\ln R}=\frac{3.084}{\ln R} .
\]

The grain model, with \(R=6.3\), gives about 1.7, and the mean-field interface model, with \(R=8.9\), gives about 1.4. In both models the walls still spread in two dimensions from nuclei present at the start. A sufficiently wide spread of local switching times can also raise the ratio to 9 without changing how domains grow within each region. So a ratio of 6 or 9 does not show that the growth has another dimension. If the switched charge has been measured correctly, it shows that at least one assumption behind the simple \(n=2\) law fails.

The threshold must also refer to the right charge. The linear dielectric charge is \(\varepsilon_0\varepsilon_fE=5.3\) µC/cm², and the switched charge is \(2P_r=40\) µC/cm². Ten percent of their sum is 4.5 µC/cm², less than the linear part alone. A 10 percent threshold on total charge would thus be crossed while the capacitor is charging, instead of near 48 ns. For the 100 µm² capacitor with 50 ohm in series and an ideal voltage step, that takes a fraction of a nanosecond; a larger capacitor or a slower pulse edge makes it longer. The linear part has to be subtracted first, for instance by using a second pulse of the same polarity, provided the film has not switched back in between.

Errors in the subtraction weigh more on the early time. From \(t_p=t_0\sqrt{L_p}\) and \(dL_p/dp=1/(1-p)\),

\[
\frac{\delta t_p}{t_p}=\frac{\delta L_p}{2L_p}=\frac{\delta p}{2(1-p)L_p} .
\]

An error of 0.01 in the reversed fraction changes \(t_{10}\) by about 5 percent and \(t_{90}\) by about 2 percent.

### How close this is to a real film

The thickness, voltage, polarization and permittivity are rough typical values for hafnium-zirconium oxide capacitors. The activation field and time prefactor vary considerably between films, and the nucleus density, embryo radius and field spread are assumptions chosen to show the size of each effect. The field in the ideal film is half of a rough breakdown field of 4 MV/cm. An assumed leakage current of 0.01 A/cm² adds about 0.002 µC/cm² up to \(t_{90}\), which is negligible beside 40 µC/cm².

A polycrystalline film also breaks the assumption of uniformity, because its grains can differ in their local switching times. The ideal ratio of 4.7 spans about two thirds of a decade in time. If the local times spread over several decades, that spread sets the measured ratio, which can then lie far above the values of 5.3 to 8.9 found here for single effects. I have not combined the effects, and their changes to the ratio should not simply be added.

For your exercise, \(\sqrt{\ln10/\ln(10/9)}\approx4.7\) is the complete answer, given the \(n=2\) law and a constant \(t_0\). The numerical output below lists the main values for each case.

## Computed values

```
ln(10/9) = 0.10536, ln(10) = 2.30259, quotient = 21.854
t90/t10 for n=1: formula 21.854, simulated nuclei 22.16
t90/t10 for n=2: formula 4.675, simulated nuclei 4.68
t90/t10 for n=3: formula 2.796, simulated nuclei 2.79
t90/t10, line with steady nucleation, simulated: 4.66
Inputs: film 10 nm, 2.0 V, Pr 20 uC/cm2, permittivity 30
Inputs: activation field 10 MV/cm, t_inf 1 ns, N 0.01 /nm2, area 100 um2
Applied field: 2.00 MV/cm
t0 = 148.4 ns
t10/t0 = 0.3246, t90/t0 = 1.5174
t10 = 48.2 ns, t90 = 225.2 ns
P at t10 = -16, at t90 = 16 uC/cm2
Wall travel in t0: 5.64 nm; wall speed 0.0380 m/s
Current peak: at 104.9 ns, 0.231 mA
Neglected effects, one at a time:
Embryo radius 0.5 nm, u0 = 0.0886: t10 36.8 ns, t90 212.4 ns
Grain side 20 nm: 4.0 nuclei per grain, never reversed 1.9 %
Field spread 5 %: t10 46.2 ns, t90 246.7 ns
Interface layer 0.5 nm, permittivity 40: t10 31.8 ns, t90 281.9 ns
  film field from 2.20 to 1.66 MV/cm during reversal
Series 50 ohm, C 2.66 pF, RC 0.133 ns: t10 49.0 ns, t90 230.0 ns
  voltage drop at ideal current peak: 11.6 mV
Ratio with embryos: 5.78, apparent n 1.76
Ratio with grains: 6.34, apparent n 1.67
Ratio with field spread: 5.34, apparent n 1.84
Ratio with interface layer: 8.86, apparent n 1.41
Ratio with series resistance: 4.70, apparent n 1.99
Linear dielectric charge: 5.31 uC/cm2
10 % of total charge: 4.53 uC/cm2
Leakage 0.01 A/cm2 up to t90: 0.0023 uC/cm2
Applied field / rough breakdown field 4 MV/cm: 0.50
```
